# Factorized rotational cross sections in the infinite-order sudden limit

**Q.** I am told that, in the infinite-order sudden limit, the cross sections out of the lowest rotor state determine all the others. A rotor starting in $j=3$ has more magnetic substates and more ways to couple to the orbital motion. Why should one row of the table be enough?

**A.** Because in this limit the collision acts on the rotor only through its orientation, and the initial state enters through angular integrals alone. To show it, take a structureless particle and a rigid linear rotor with real interaction $V(R,\gamma)$, where $\gamma$ is the angle between the collision vector $\mathbf R$ and the rotor axis $\hat r$. Let $\mu$ be the reduced mass, $l$ and $l'$ the initial and final orbital numbers, and $J$ the total angular momentum. The full radial equations contain a channel wave number $k_j$ and a centrifugal term $l(l+1)/R^2$. The limit makes two replacements:

$$k_j\to k,\qquad l(l+1)\to \bar l(\bar l+1).$$

I let $\bar l$ depend on $l$ and $l'$, with $\bar l=l$ when $l'=l$, but not on $j$, $j'$ or $J$. The quantity we want is the integral cross section, averaged over initial and summed over final magnetic substates:

$$\sigma(j\to j')=\frac{\pi}{k^2(2j+1)}\sum_{J,l,l'}(2J+1)\,|T^J_{j'l',jl}|^2,\qquad T=1-S. \tag{1}$$

**Q.** The potential still couples the rotor states. What have the replacements gained?

**A.** With $U=2\mu V/\hbar^2$, the coupled equations for one $\bar l$ are the matrix form of

$$\left[\frac{d^2}{dR^2}-\frac{\bar l(\bar l+1)}{R^2}+k^2-U(R,\gamma)\right]u(R,\gamma)=0 .$$

No derivative with respect to angle remains. The potential multiplies by a function of $\gamma$ at every $R$, so each angle has its own ordinary radial equation. Its regular solution behaves at large $R$ as

$$u\sim e^{-i(kR-\bar l\pi/2)}-S_{\bar l}(\gamma)\,e^{i(kR-\bar l\pi/2)},\qquad S_{\bar l}=e^{2i\eta_{\bar l}(\gamma)},$$

with a real phase shift $\eta_{\bar l}$. Transitions arise because this phase varies with angle: multiplying a rotor state by $S_{\bar l}(\gamma)$ produces other rotor states.

**Q.** The asymptotic waves in (1) carry $l\pi/2$ and $l'\pi/2$, not $\bar l\pi/2$. Does that spoil the matrix element?

**A.** Multiply the solution by $i^{\,l-\bar l}$. The incoming wave then has the required phase $l\pi/2$. The outgoing coefficient becomes $i^{\,l-2\bar l}S_{\bar l}$, which must equal $i^{-l'}S^J$. Hence

$$S^J_{j'l',jl}=i^{\,l+l'-2\bar l}\langle j'l'J|S_{\bar l}(\gamma)|jlJ\rangle .$$

If $l'\ne l$ or $j'\ne j$, the unit operator has no matrix element, and the phase drops out of $|T^J|^2$. If $l'=l$, our condition $\bar l=l$ makes the phase equal to one, so the elastic term is right as well. In every case

$$|T^J_{j'l',jl}|^2=|\langle j'l'J|1-S_{\bar l}(\gamma)|jlJ\rangle|^2. \tag{2}$$

**Q.** Now you have an arbitrary function of angle between coupled states. How do you sum over $J$ without a thicket of recoupling coefficients?

**A.** Expand the function first:

$$1-S_{\bar l}(\gamma)=\sum_L T_L P_L(\cos\gamma),\qquad T_L=\frac{2L+1}{2}\int_{-1}^{1}P_L(x)\,[1-S_{\bar l}]\,dx ,$$

where $x=\cos\gamma$ and $T_L$ depends on $l,l'$ through $\bar l$. Then fix $j,l,j',l'$ and leave the coupled basis. The coupled and uncoupled states are related by unitary transformations, which preserve the sum of squared moduli of all matrix elements. The operator is a scalar, so in the coupled basis it conserves $J$ and its projection $M$, and its elements do not depend on $M$. Each $J$ therefore appears $2J+1$ times:

$$\sum_J(2J+1)|T^J_{j'l',jl}|^2=\sum_{m,m',n,n'}|\langle j'm',l'n'|1-S_{\bar l}|jm,ln\rangle|^2. \tag{3}$$

Here $m,m'$ are rotor projections and $n,n'$ orbital projections. This step needs one and the same operator for every $J$, which is why $\bar l$ may not depend on $J$.

**Q.** The right side still contains products $T_LT_{L'}^*$. Why should different $L$ not interfere?

**A.** The sums over projections remove the interference. With $C_{Lq}=\sqrt{4\pi/(2L+1)}\,Y_{Lq}$, the addition theorem reads

$$P_L(\cos\gamma)=\sum_q(-1)^qC_{Lq}(\hat r)\,C_{L,-q}(\hat R).$$

The integral of three spherical harmonics gives the rotor factor

$$\langle j'm'|C_{Lq}|jm\rangle=(-1)^{m'}\sqrt{(2j+1)(2j'+1)}\begin{pmatrix}j'&L&j\\-m'&q&m\end{pmatrix}\begin{pmatrix}j'&L&j\\0&0&0\end{pmatrix}.$$

Write $w_{jj'L}$ for the square of the 3j symbol $(j\;j'\;L;\,0\;0\;0)$. For allowed triads, the 3j orthogonality relation is

$$\sum_{m,m'}\begin{pmatrix}j'&L&j\\-m'&q&m\end{pmatrix}\begin{pmatrix}j'&L'&j\\-m'&q'&m\end{pmatrix}=\frac{\delta_{LL'}\delta_{qq'}}{2L+1}.$$

It follows that

$$\sum_{m,m'}\langle j'm'|C_{Lq}|jm\rangle\langle j'm'|C_{L'q'}|jm\rangle^*=\delta_{LL'}\delta_{qq'}\frac{(2j+1)(2j'+1)w_{jj'L}}{2L+1}. \tag{4}$$

The orbital factor obeys the same relation with $j,j'$ replaced by $l,l'$. The signs $(-1)^{q+q'}$ become one because $q=q'$. The remaining sum over $q$ has $2L+1$ equal terms, which cancels one of the two denominators:

$$\sum_J(2J+1)|T^J_{j'l',jl}|^2=(2j+1)(2j'+1)(2l+1)(2l'+1)\sum_L\frac{w_{jj'L}\,w_{ll'L}\,|T_L|^2}{2L+1}. \tag{5}$$

Insert (5) into (1). The factor $2j+1$ cancels, leaving

$$\sigma(j\to j')=(2j'+1)\sum_Lw_{jj'L}X_L,\qquad X_L=\frac{\pi}{k^2}\sum_{l,l'}\frac{(2l+1)(2l'+1)w_{ll'L}|T_L|^2}{2L+1}. \tag{6}$$

**Q.** So the dynamics sits in $X_L$. Is that a cross section, or just a convenient name?

**A.** Set $j=0$ in (6) and call the final state $K$. The triangle condition leaves $L=K$, and $w_{0KK}=1/(2K+1)$ cancels the factor $2K+1$. Thus $\sigma(0\to K)=X_K$, and

$$\boxed{\sigma(j\to j')=\sum_L(2j'+1)\begin{pmatrix}j&j'&L\\0&0&0\end{pmatrix}^2\sigma(0\to L)} \tag{7}$$

with all cross sections taken at the same $k$. The case $j'=j$ is included; "elastic" then means unchanged $j$, while $m$ may change.

For the choice $\bar l=l$, $T_L$ does not depend on $l'$. The completeness relation $\sum_{l'}(2l'+1)w_{ll'L}=1$ then gives the simpler expression

$$\sigma(0\to L)=\frac{\pi}{k^2}\sum_l(2l+1)\frac{|T_L|^2}{2L+1}. \tag{8}$$

**Q.** Show me a case where several $L$ contribute.

**A.** Take the model potential

$$U=U_0e^{-(R/\rho)^2}[1+a_1P_1(\cos\gamma)+a_2P_2(\cos\gamma)],$$

with $U_0=40\ \mathrm{bohr}^{-2}$, $\rho=2$ bohr, $a_1=0.3$, $a_2=0.5$ and $k=3\ \mathrm{bohr}^{-1}$, and use $\bar l=l$. For $1\to2$ we need $w_{12L}$. Since $w_{jj'L}=\tfrac12\int_{-1}^1P_jP_{j'}P_L\,dx$ and $xP_2=\tfrac25P_1+\tfrac35P_3$,

$$w_{121}=\frac12\cdot\frac25\cdot\frac23=\frac2{15},\qquad w_{123}=\frac12\cdot\frac35\cdot\frac27=\frac3{35}.$$

The $L=2$ term vanishes by parity. Multiplication by $2j'+1=5$ gives the coefficients $2/3$ and $3/7$. With $\sigma(0\to1)=2.9034$ and $\sigma(0\to3)=0.8806\ \mathrm{bohr}^2$,

$$\sigma(1\to2)=\tfrac23(2.9034)+\tfrac37(0.8806)=1.9356+0.3774=2.3130\ \mathrm{bohr}^2,$$

or $0.648$ Å$^2$. The sum (1), evaluated directly over $J,l,l'$, gives the same value. The numerical output lists this comparison for transitions out of $j=1$ to $3$.

**Q.** The potential contains no $P_3$. Where does $\sigma(0\to3)$ come from?

**A.** From the nonlinear dependence of $S$ on the potential. To first order in the anisotropy, $1-S$ contains just the Legendre terms present in $U$. Here $P_1$ and $P_2$ multiply the same radial function, so at that order $T_L$ is $a_L$ times a common factor for each $l$. Equation (8) then predicts

$$\frac{\sigma(0\to2)}{\sigma(0\to1)}\approx\frac{a_2^2/5}{a_1^2/3}=\frac{0.050}{0.030}=1.67 .$$

The computed ratio is $5.263/2.903=1.81$. This difference, and the $L=3$ share of $0.377/2.313=16\%$ in $\sigma(1\to2)$, show that the anisotropy is beyond first order. Equation (7) does not assume that it is weak.

**Q.** Does the rule say anything about the sum over all final states, and does that sum show that flux is conserved?

**A.** Sum (7) over $j'$. Since $\sum_{j'}(2j'+1)w_{jj'L}=1$,

$$\sum_{j'}\sigma(j\to j')=\sum_L\sigma(0\to L),$$

which does not depend on $j$. This closure alone does not show that flux is conserved: (5) holds for any function $S_{\bar l}(\gamma)$, even one with $|S_{\bar l}|<1$. For $\bar l=l$, flux is conserved for each single incoming channel $(j,l,J)$, because $|S_l(\gamma)|=1$ and completeness of the final states give $\sum_{j'l'}|S^J_{j'l',jl}|^2=\langle jlJ|\,|S_l|^2\,|jlJ\rangle=1$. This does not make the whole matrix $S^J$ unitary: columns with different $l$ come from different functions $S_l(\gamma)$ and need not be orthogonal.

For $\bar l=l$, Legendre orthogonality also turns the right side into an average over fixed values of $\gamma$. This is not an average over rotor axes fixed in space, because $\mathbf R$ turns during the collision:

$$\sum_L\sigma(0\to L)=\frac{\pi}{k^2}\sum_l(2l+1)\,\frac12\int_{-1}^1|1-S_l(\gamma)|^2dx .$$

In the example this is $88.096\ \mathrm{bohr}^2$, and the final-state sums from $j=0,1,2,3$ agree with it. The values for $L=0$ to $6$ add to $88.088$, so higher $L$ contribute about $0.008\ \mathrm{bohr}^2$.

The symmetry of $w_{jj'L}$ also gives $(2j+1)\sigma(j\to j')=(2j'+1)\sigma(j'\to j)$. For $1\leftrightarrow2$, both sides are $6.939\ \mathrm{bohr}^2$. Detailed balance with unequal wave numbers has extra factors $k_j^2$ and $k_{j'}^2$, which cancel here because $k$ is common.

**Q.** What happens when $j$ is large? The 3j symbols hide the physics.

**A.** The coefficients have a direct meaning. By the integral formula for $w_{jj'L}$,

$$P_L(x)P_j(x)=\sum_{j'}(2j'+1)w_{jj'L}P_{j'}(x).$$

For $L=1$ this is $xP_j=[(j+1)P_{j+1}+jP_{j-1}]/(2j+1)$. At large $j$ both weights tend to $1/2$, so $x$ acts as half a step up plus half a step down, just as $\cos\varphi=\tfrac12(e^{i\varphi}+e^{-i\varphi})$ acts on $e^{ij\varphi}$. At fixed $L$, the coefficient for $j\to j+\Delta$ therefore tends to the Fourier coefficient of $e^{i\Delta\varphi}$ in $P_L(\cos\varphi)$. For example,

$$P_2(\cos\varphi)=\tfrac14+\tfrac38\left(e^{2i\varphi}+e^{-2i\varphi}\right).$$

The constant term of $P_4(\cos\varphi)$ is $9/64$. The large-$j$ elastic value is thus about $78.619+\tfrac14(5.263)+\tfrac9{64}(0.307)=79.98\ \mathrm{bohr}^2$. The computed values for $j=1,2,3$ are $80.72$, $80.21$ and $80.08$. Most of each is the $L=0$ term, which is the same for every $j$. The remainders, $2.11$, $1.59$ and $1.46\ \mathrm{bohr}^2$, fall toward the limiting $1.36\ \mathrm{bohr}^2$.

**Q.** You chose $\bar l=l$. If I choose something else, do I still get the same cross sections?

**A.** You get the same rule, but generally different cross sections. For $\bar l=\max(l,l')$, the inputs become $\sigma(0\to1)=2.5058$ and $\sigma(0\to3)=0.4840\ \mathrm{bohr}^2$. Then

$$\sigma(1\to2)=\tfrac23(2.5058)+\tfrac37(0.4840)=1.878\ \mathrm{bohr}^2,$$

again equal to the direct sum, but 19% below the value for $\bar l=l$. Both labels obey (7) exactly and yet disagree with each other, so agreement with (7) is no measure of the accuracy of the centrifugal replacement.

**Q.** Then why not take $\bar l=J$? It looks natural, since $J$ is conserved.

**A.** It violates the condition behind (3). Take $j'\ne j$, and let $\Omega$ be the projection of the rotor angular momentum on $\mathbf R$. The orbital angular momentum has no component along $\mathbf R$, so $\Omega$ is also the projection of $J$, and $|\Omega|\le J$. A function of $\gamma$ conserves $\Omega$. At fixed $J$, the states with different $l$ are unitary combinations of those with different $\Omega$, so (1) becomes

$$\sigma(j\to j')=\frac{\pi}{k^2(2j+1)}\sum_J(2J+1)\sum_{|\Omega|\le\min(j,j',J)}|\langle j'\Omega|1-S_J|j\Omega\rangle|^2.$$

If $\Omega$ ran over all values up to $\min(j,j')$, the same 3j orthogonality with $q=0$ would give

$$\sum_\Omega|\langle j'\Omega|1-S_J|j\Omega\rangle|^2=(2j+1)(2j'+1)\sum_L\frac{w_{jj'L}|T_L|^2}{2L+1},$$

and (7) would follow. For $J<\min(j,j')$ some of these terms do not exist. For $j=0$ nothing is missing, and $J=l$, so the inputs $\sigma(0\to L)$ are those of $\bar l=l$.

For $1\to2$ the missing terms are $\Omega=\pm1$ at $J=0$:

$$\frac{\pi}{3k^2}\,2\,|\langle2\,1|1-S_0|1\,1\rangle|^2=0.0379\ \mathrm{bohr}^2.$$

The rule gives $2.3130$ and the direct sum $2.2751\ \mathrm{bohr}^2$. Their difference is this term, 1.6% of the rule value.

**Q.** Is the centrifugal replacement then essential to factorization?

**A.** No. Keep the true orbital motion but make all rotor energies equal. The rotor orientation is then fixed during the collision, and the amplitude for scattering from $\hat k$ to $\hat k'$ can be expanded as

$$f(\hat k',\hat k;\hat r)=\sum_{Lq}f_{Lq}(\hat k',\hat k)\,C_{Lq}(\hat r).$$

Equation (4) gives at once

$$\frac1{2j+1}\sum_{m,m'}|\langle j'm'|f|jm\rangle|^2=(2j'+1)\sum_Lw_{jj'L}\,\frac{\sum_q|f_{Lq}|^2}{2L+1}.$$

For $j=0$ and final state $L$, the right side is $\sum_q|f_{Lq}|^2/(2L+1)$. The rule therefore holds for the differential cross section at each scattering angle, and integration gives (7). What matters is an amplitude that depends on the rotor through its orientation alone.

**Q.** When should I distrust this for a real rotor?

**A.** When the rotor turns appreciably during the collision. If the rotational energies differ by $\Delta E$, with $|\Delta E|$ small compared with the kinetic energy, then $\delta(k^2)=2k\,\delta k$ gives $|\delta k|\approx|\Delta E|/(\hbar v)$, where $v=\hbar k/\mu$. Over an interaction length $a$, the neglected phase is about $|\Delta E|a/(\hbar v)$, and it must be much less than one. Slow collisions and widely spaced levels can violate this condition. Long-lived trapping in a well is a separate danger: the rotor then has much longer than $a/v$ in which to turn, so the estimate is too small.

Near a threshold the failure is plain: a closed channel has zero cross section, whereas (7) can assign it a positive one. For open channels with unequal $k_j$, the rule does not say which wave number to use. That choice is a further approximation, and its effect has to be checked against a calculation that keeps the rotor energies.

## Computed values

```
wave number k = 3.0 bohr^-1
potential: U0 = 40.0 bohr^-2, rho = 2.0 bohr
anisotropy: a1 = 0.3, a2 = 0.5 (no unit)
largest lbar = 22, quadrature angles = 40
radial step = 0.01 bohr, matching radius = 10.0 bohr
S error against second integrator = 1.7e-07 (no unit)
S error, coupled channels, lbar=4: 3.5e-13 (no unit)
sigma(0->0), lbar=l: 78.619427 bohr^2
sigma(0->1), lbar=l: 2.903421 bohr^2
sigma(0->2), lbar=l: 5.262858 bohr^2
sigma(0->3), lbar=l: 0.880574 bohr^2
sigma(0->4), lbar=l: 0.306703 bohr^2
sigma(0->5), lbar=l: 0.104105 bohr^2
sigma(0->6), lbar=l: 0.010872 bohr^2
sigma(1->0): direct 0.967807, rule 0.967807 bohr^2
sigma(1->1): direct 80.724570, rule 80.724570 bohr^2
sigma(1->2): direct 2.313003, rule 2.313003 bohr^2
sigma(1->3): direct 3.294027, rule 3.294027 bohr^2
sigma(2->0): direct 1.052572, rule 1.052572 bohr^2
sigma(2->1): direct 1.387802, rule 1.387802 bohr^2
sigma(2->2): direct 80.210730, rule 80.210730 bohr^2
sigma(2->3): direct 2.008419, rule 2.008419 bohr^2
sigma(3->0): direct 0.125796, rule 0.125796 bohr^2
sigma(3->1): direct 1.411726, rule 1.411726 bohr^2
sigma(3->2): direct 1.434585, rule 1.434585 bohr^2
sigma(3->3): direct 80.081154, rule 80.081154 bohr^2
1->2, L=1: coefficient 0.666667 (no unit), term 1.935614 bohr^2
1->2, L=3: coefficient 0.428571 (no unit), term 0.377389 bohr^2
sigma(1->2) = 0.647707 angstrom^2
largest relative rule error, lbar=initial l: 1.6e-15
largest relative rule error, lbar=max(l,l'): 1.7e-15
lbar=max(l,l'): sigma(0->1) = 2.505762 bohr^2
lbar=max(l,l'): sigma(0->3) = 0.483978 bohr^2
lbar=max(l,l'): sigma(1->2) direct 1.877927, rule 1.877927 bohr^2
balance: 3 sigma(1->2) = 6.939009, 5 sigma(2->1) = 6.939009 bohr^2
angle-averaged total = 88.096303 bohr^2
sum over final states from j=0: 88.096303 bohr^2
sum over final states from j=1: 88.096303 bohr^2
sum over final states from j=2: 88.096303 bohr^2
sum over final states from j=3: 88.096303 bohr^2
lbar=J: sigma(1->2) direct 2.275080, rule 2.313003 bohr^2
lbar=J: missing |K|=1 part at J=0 = 0.037923 bohr^2
```
